# Porosity Alone Does Not Fix the Stiffness of a Porous Film

A stress calculation for an interconnect stack needs a Young's modulus for each porous dielectric layer. Often the skeleton material and the porosity are known and the modulus is not. One then has to decide whether to read the modulus off a curve $E(\text{porosity})$, or to ask first how the pores are arranged and which way the load points. Of the three cases computed below at a porosity of 75 %, the stiffest exceeds the other two by factors of about 7 and about 45 to 50.

## The belief and its appeal

The belief is that for a given skeleton material, porosity determines stiffness. It has real support. Mass density is fixed by porosity, because it is a plain volume average. Within one family of structures, say one lattice whose struts are thickened step by step, the modulus in a given direction is indeed a single function of porosity. There is even a structure for which the volume average of the stiffness is the right answer. The error lies in carrying a curve from one family, or one direction, to another.

## What porosity does determine

Let the skeleton be homogeneous, isotropic and linearly elastic, with Young's modulus $E_s$ and Poisson ratio $\nu$. The pores are empty, and $\phi$ is the solid volume fraction, so the porosity is $1-\phi$. Strains are small, the pores are much smaller than the film thickness, and surface elasticity is neglected. The algebra is in atomic units, with moduli in hartree/bohr³; numbers are in eV/Å³. The effective modulus $E$ along $z$ is defined with the lateral mean strains free. A film clamped to a substrate responds with a constrained modulus, which is a different quantity.

Impose a mean strain $\varepsilon$ along $z$ and let everything else relax. The energy per unit volume of film is then $\tfrac12E\varepsilon^2$, and it is the minimum over all compatible displacement fields. Any trial field gives at least this much. Choose the uniform strain $(-\nu\varepsilon,-\nu\varepsilon,\varepsilon)$. By Hooke's law the lateral stresses in the solid vanish and $\sigma_{zz}=E_s\varepsilon$, so the solid stores $\tfrac12E_s\varepsilon^2$ per unit of its own volume. The pores store nothing. Hence

$$\tfrac12E\varepsilon^2\le\phi\,\tfrac12E_s\varepsilon^2\quad\Rightarrow\quad E\le\phi E_s .$$

No positive lower bound follows from $\phi$. A thin empty gap across the whole film, normal to the load, removes almost no material and makes $E=0$.

## Channels along the load

Suppose the pores are straight channels parallel to $z$, of any cross-section. The trial field is now the true solution. Its stress is uniform in the solid, so internal forces balance. The channel walls have normals perpendicular to $z$, so the stress $\sigma_{zz}$ exerts no traction on them, as a free surface requires. The mean stress is $\phi E_s\varepsilon$, and

$$E_{\rm ch}=\phi E_s .$$

## A foam that bends

Now build a foam from the same solid: round struts of length $l$ and cross-sectional area $A$ along the bonds of a diamond lattice, four struts to a node, loaded along a cube axis $z$. The cubic cell has edge $a=4l/\sqrt3$ and contains 16 struts. Neglecting their overlap at the nodes,

$$\phi=\frac{16Al}{a^3}=16Al\,\frac{3\sqrt3}{64\,l^3}=\frac{3\sqrt3}{4}\frac{A}{l^2}.$$

**Force on a strut.** A plane normal to $z$ between two layers of nodes cuts four struts per area $a^2$. They are equivalent by symmetry and together carry $\sigma a^2$, where $\sigma$ is the applied stress. Each therefore carries the $z$ component

$$F=\frac{\sigma a^2}{4}=\frac{4}{3}\sigma l^2 .$$

A mirror plane contains each strut and the $z$ direction, so any lateral force lies along the strut's horizontal projection. Call it $F_h$, and call that projection $l_h$; both are the same for all struts. The lateral mean stresses satisfy $a^3(\sigma_{xx}+\sigma_{yy})=16F_hl_h$. They are zero, so $F_h=0$ and the force points along $z$.

**Moments and rotations.** The midpoint of each strut is an inversion centre. Inversion leaves a moment vector unchanged but exchanges the two halves of the strut. The moment of one half on the other must then equal its own reaction, which has the opposite sign, so it vanishes. Each node lies on three perpendicular twofold axes, and no rotation vector survives all three, so the nodes do not rotate. Each half-strut is a cantilever of length $l/2$, clamped at its node and loaded by $F$ at its free end.

**Compliance.** The strut makes an angle $\theta$ with $z$, with $\cos^2\theta=1/3$ and $\sin^2\theta=2/3$. Let $I$ be the second moment of area, $G=E_s/[2(1+\nu)]$ the shear modulus and $\kappa$ the shear factor of the section. One half-strut stretches by $F\cos\theta\,(l/2)/(E_sA)$. It deflects sideways by $F\sin\theta\,(l/2)^3/(3E_sI)$ through bending and by $F\sin\theta\,(l/2)/(\kappa GA)$ through shear. Doubling for the whole strut and projecting back on $z$, with another factor $\cos\theta$ or $\sin\theta$, gives the relative displacement of its ends:

$$\delta=F\left[\frac{l}{3E_sA}+\frac{l^3}{18E_sI}+\frac{2l}{3\kappa GA}\right].$$

The strut spans a height $l\cos\theta=l/\sqrt3$, so the strain is $\varepsilon=\sqrt3\,\delta/l$. Insert $F=\tfrac43\sigma l^2$, the value $I=A^2/4\pi$ for a round section, and $G$:

$$\frac{E_s}{E_{\rm foam}}=\frac{E_s\varepsilon}{\sigma}=\frac{4}{\sqrt3}\left[\frac13\left(1+\frac{4(1+\nu)}{\kappa}\right)\frac{l^2}{A}+\frac{2\pi}{9}\left(\frac{l^2}{A}\right)^2\right].$$

With $l^2/A=3\sqrt3/(4\phi)$ the prefactors become $\frac{4}{\sqrt3}\cdot\frac13\cdot\frac{3\sqrt3}{4}=1$ and $\frac{4}{\sqrt3}\cdot\frac{2\pi}{9}\cdot\frac{27}{16}=\frac{\sqrt3\,\pi}{2}$, so

$$\frac{E_s}{E_{\rm foam}}=\frac{\sqrt3\,\pi}{2\phi^2}+\frac1\phi\left(1+\frac{4(1+\nu)}{\kappa}\right).$$

The first term is bending. At low density it dominates, and $E_{\rm foam}\to 2\phi^2E_s/(\sqrt3\,\pi)$. Multiplying by $\phi$ compares the two films at equal density:

$$\frac{E_{\rm ch}}{E_{\rm foam}}=1+\frac{4(1+\nu)}{\kappa}+\frac{\sqrt3\,\pi}{2\phi}.$$

Within beam theory the ratio grows without limit as $\phi\to0$. A periodic frame calculation with free node displacements, node rotations and mean strains, which does not use the symmetry argument, tests the foam law for $\phi$ from 0.001 to 0.1 and agrees.

## Is it the bending, or just the slanted struts?

The channel walls are aligned with the load and the foam struts are not, so one might blame orientation. A third structure separates the two causes: the octet lattice, with the same kind of round strut along the nearest-neighbour bonds of an fcc lattice, twelve to a node. None of its struts is parallel to the cube axis either.

It has one node per primitive cell, so the node displacements simply follow the mean strain. A strut with direction $\mathbf n$ is stretched by the strain $\sum_{ij}n_i\varepsilon_{ij}n_j$. Summing the stretching energies and neglecting bending gives elastic constants that are averages over the six strut directions. Four of these have $n_z^2=1/2$ and two have $n_z=0$, while $n_x^2n_z^2=1/4$ in two of them and zero in the others:

$$C_{11}=\phi E_s\langle n_z^4\rangle=\frac{\phi E_s}{6},\qquad C_{12}=\phi E_s\langle n_x^2n_z^2\rangle=\frac{\phi E_s}{12}.$$

Zero lateral stress requires $(C_{11}+C_{12})\varepsilon_t+C_{12}\varepsilon=0$, so the lateral strain is $\varepsilon_t=-\varepsilon/3$. Then $\sigma=C_{11}\varepsilon+2C_{12}\varepsilon_t=\phi E_s\varepsilon\,(1/6-1/18)$, and

$$E_{\rm oct}\to\frac{\phi E_s}{9}.$$

In this lattice, loaded along a cube axis, the strut directions cost a constant factor of 9 relative to the channels (along a face diagonal the factor is 6, along a body diagonal 5). The further power of $\phi$ in the diamond foam comes from bending, which its low connectivity permits.

The load matters as well. Under equal strain $e$ in all directions, the threefold axis along each diamond strut forbids a transverse force, and the struts can only stretch. The energy density is $\tfrac12\phi E_se^2=\tfrac12K(3e)^2$, so the bulk modulus is $K=\phi E_s/9$, linear in $\phi$. A film clamped laterally feels this too. Its constrained modulus along a cube axis is $C_{11}=K+\tfrac23(C_{11}-C_{12})$, and stability requires $C_{11}>C_{12}$, so it exceeds $K$. At low density it is therefore far larger than the foam's Young's modulus, which falls as $\phi^2$. "Bending-dominated" describes a structure together with a load.

## Numbers in the slender limit

Take round model values: $E_s=0.5$ eV/Å³ (80.1 GPa), $\nu=0.2$, $\kappa=0.9$. At $\phi=0.01$ the ratio formula gives

$$1+\frac{4\times1.2}{0.9}+\frac{2.721}{0.01}=1+5.3+272.1=278.4 .$$

The channel film has $E=0.01\times0.5=5.0\times10^{-3}$ eV/Å³ (0.80 GPa). The diamond foam has $5.0\times10^{-3}/278.4=1.80\times10^{-5}$ eV/Å³ (0.0029 GPa). The octet lattice lies between them at $5.57\times10^{-4}$ eV/Å³ (0.089 GPa), 31 times stiffer than the diamond foam.

For struts 200 Å long, the diameters are 19.8 Å in the diamond foam and 7.75 Å in the octet lattice. The thinner struts make the stiffer solid. Bending and shear hold 99.6 % of the elastic energy in the diamond foam and 0.3 % in the octet lattice. The lengths illustrate shape only: this continuum model has no length scale of its own, and its use for struts a few atoms across would need separate support.

## Numbers at 75 % and 50 % porosity

A solid fraction of 0.01 is extreme for a dielectric film. Beam theory cannot simply be carried to higher density, because at fixed $l$, with the overlap at the nodes still neglected, the strut diameter grows as $\sqrt\phi$. From $\phi=0.01$ to $0.25$ it grows fivefold, from a tenth of the strut length to a half. The full elastic problem was therefore solved for skeletons made of small cubes (voxels). Since the numerical displacements are a restricted set of trial fields, each modulus is an upper bound for its voxel skeleton, up to solver tolerance.

The channel film was also loaded across its channels, which are square with walls at 45° to the load. A square of hinged bars can shear into a rhombus, lengthening one diagonal and shortening the other, with no bar changing length. Thin walls in this orientation therefore resist mainly by bending.

At $\phi=0.25$, a porosity of 75 %:

- channels along the load: $E=0.125$ eV/Å³ (20.0 GPa);
- diamond foam: about 0.019 eV/Å³ (3.1 GPa);
- channels across the load: about 0.0026 eV/Å³ (0.42 GPa).

Under a common stress of $1.0\times10^{-4}$ eV/Å³ (16 MPa), the first strains by $10^{-4}/0.125=8.0\times10^{-4}$, the second by about $5\times10^{-3}$ and the third by about $4\times10^{-2}$. The last value strains the assumption of linearity, so it is best read as a warning. The second and third films are softer than the first by factors of about 7 and 45 to 50. The first and third are the same specimen, turned. The large factor belongs to the 45° orientation: loaded across the channels but parallel to one set of walls, the film has $E\approx0.14E_s$, only 1.8 times below the first value.

At $\phi=0.50$ the corresponding factors are about 2.9 and 7.5. The contrast shrinks as the solid fills in, and at $\phi=1$ it must vanish. Among these structures the largest contrasts thus belong to low density, and at half density the choice of structure still changes the modulus severalfold. Porous interconnect dielectrics usually have porosities below about 40 %; at $\phi=0.7$ the factors are about 1.8 and 2.9. This is not a general rule: thin gaps across the load can make a nearly dense film very soft.

The foam moduli fall by 6 % at $\phi=0.25$ and by 4 % at $\phi=0.50$ when the grid is refined from $24^3$ to $32^3$ voxels, so they are not fully converged. Further refinement moves them little: at $\phi=0.25$ a $64^3$ grid gives $E/E_s=0.0375$, about 2 % below the $32^3$ value, and at $\phi=0.50$ a $40^3$ grid differs from it by less than 1 %. The cross-channel values come from one grid whose 45° walls are staircases of voxels with a partly filled outer layer. With smooth walls on a fine mesh the modulus at $\phi=0.25$ is about 8 % higher, 0.0028 eV/Å³, which makes the factor about 45; at $\phi=0.50$ it is about 3 % lower and the factor is 7.7. The beam law gives $E/E_s=0.015$ at $\phi=0.25$, where the voxel foam has 0.038, so it is too soft by a factor of about 2.6. Two likely reasons, whose shares were not separated, are that thick nodes shorten the free length of the struts, and that the beam law counts the overlap at the nodes more than once, which makes its struts thinner than those of the voxel foam at the same $\phi$. The $\phi^2$ law should not be used here, although its ordering of the two structures survives.

## What to enter in the calculation

If only the skeleton and the porosity are known, and the assumptions made at the start hold for the film, $\phi E_s$ may be entered as an upper limit on Young's modulus, not as an estimate. An estimate needs the geometry of the solid, including its connectivity and the shape of its struts or walls, and the direction of the load, or else a measured modulus for the same structure and direction. A layer held laterally by its neighbours also needs its Poisson ratios, because Young's modulus alone does not set its response. If channels are present, a single isotropic modulus can be wrong even when it was measured correctly along one axis. The numerical output gives the frame values and the voxel values on the base grids at $\phi=0.25$ and $0.50$.

## Table of computed values

```
skeleton modulus E_s = 0.500 eV/A^3 = 80.1 GPa
Poisson ratio = 0.2, shear factor = 0.9
SLENDER CASE, solid fraction = 0.01, strut length = 200 A
diamond strut diameter = 19.80 A
octet strut diameter = 7.75 A
channels: E = 5.0000e-03 eV/A^3 = 0.8011 GPa
octet: E = 5.5722e-04 eV/A^3 = 0.0893 GPa
diamond: E = 1.7960e-05 eV/A^3 = 0.0029 GPa
ratio channels/diamond = 278.4
ratio channels/octet = 8.97
ratio octet/diamond = 31.0
bending+shear energy share, diamond = 0.9964
bending+shear energy share, octet = 0.0030
random voxel skeleton, solid fraction 0.5: E/E_s = 0.3491
common stress = 1.0e-04 eV/A^3 = 16.0 MPa
CONTINUUM CASE, solid fraction = 0.25, porosity = 0.75
channels along load: E = 0.12500 eV/A^3 = 20.03 GPa
  E/E_s = 0.25000, strain = 8.000e-04
channels across load: E = 0.00259 eV/A^3 = 0.42 GPa
  E/E_s = 0.00519, strain = 3.854e-02
diamond foam: E = 0.01905 eV/A^3 = 3.05 GPa
  E/E_s = 0.03810, strain = 5.250e-03
foam E/E_s on 24^3 grid = 0.04071, on 32^3 = 0.03810
beam law for foam, E/E_s = 0.01452
ratio along/foam = 6.56
ratio along/across = 48.18
CONTINUUM CASE, solid fraction = 0.5, porosity = 0.5
channels along load: E = 0.25000 eV/A^3 = 40.05 GPa
  E/E_s = 0.50000, strain = 4.000e-04
channels across load: E = 0.03327 eV/A^3 = 5.33 GPa
  E/E_s = 0.06653, strain = 3.006e-03
diamond foam: E = 0.08636 eV/A^3 = 13.84 GPa
  E/E_s = 0.17272, strain = 1.158e-03
foam E/E_s on 24^3 grid = 0.18074, on 32^3 = 0.17272
beam law for foam, E/E_s = 0.04246
ratio along/foam = 2.89
ratio along/across = 7.52
```
